**Zero modes of the planar Pauli operator: a count without the factorization**

For a bounded field \(B\) with a finite logarithmic moment, the Pauli operator \(H=\tfrac12(\boldsymbol\pi^2+\sigma_zB)\) has as many zero modes as there are integers \(m\ge0\) with \(m<|F|-1\). Here \(F\) is the flux in quanta \(h/e\), \(\boldsymbol\pi=\mathbf p+\mathbf A\), and all modes have \(\sigma_z=-\operatorname{sign}F\). The program asserts the operator identities symbolically for an arbitrary potential \(\phi\) with \(\nabla^2\phi=B\), and compares the model potential with its defining logarithmic integral. It then diagonalizes the second-order form in a disc with decaying tails attached, for a lopsided, sign-changing field, and asserts the count for both spins at six fluxes. The output shows two modes at \(F=2.5\), \(3\) and \(-2.5\), and none at \(F=0\), \(0.6\) and \(1\). At \(F=2.5\) the numerical null space contains the analytic modes \(e^{-\phi}(x-iy)^m\) to within a relative norm error of \(10^{-5}\). A final example with a slow field tail has one quantum of flux and a normalizable mode, which shows that the decay condition cannot simply be dropped.

## Numerical check

```python
"""Aharonov-Casher theorem for the planar Pauli operator of an electron.

H = (1/2)[(p + A)^2 + sigma_z B], hbar = m = e = 1, lengths in the field width w.
F = (integral of B)/(2 pi) is the flux in quanta h/e.
Claim: for bounded B with finite integral of |B| ln(2+r), the number of
square-integrable zero modes is the number of integers m >= 0 with m < |F| - 1,
all with sigma_z = -sign(F).
phi is the scalar potential with Laplacian B, and A = (-d phi/dy, d phi/dx).
The count is tested by diagonalizing the second-order form of H in a disc,
completed by the exact decaying zero-energy tails outside the disc.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, null_space
from scipy.special import eval_jacobi, exp1

P0, P1, P2 = 1.5, 0.8, 0.8      # strengths of the flux-free lumps


def potential(r, th, F):
    lump = P0 + P1 * r * np.cos(th) + P2 * r**2 * np.cos(2 * th)
    return F * (np.log(r) + 0.5 * exp1(r**2)) + np.exp(-r**2) * lump


def field(r, th, F):
    lump = ((4 * r**2 - 4) * P0 + (4 * r**2 - 8) * P1 * r * np.cos(th)
            + (4 * r**2 - 12) * P2 * r**2 * np.cos(2 * th))
    return np.exp(-r**2) * (2 * F + lump)


def vector_potential(r, th, F):
    g = np.exp(-r**2)
    lump = P0 + P1 * r * np.cos(th) + P2 * r**2 * np.cos(2 * th)
    a_r = g * (P1 * np.sin(th) + 2 * P2 * r * np.sin(2 * th))
    a_th = (F * (1 - g) / r
            + g * (-2 * r * lump + P1 * np.cos(th) + 2 * P2 * r * np.cos(2 * th)))
    return a_r, a_th


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---- operator identities for an arbitrary potential (symbolic) ----
x, y = sp.symbols("x y", real=True)
phi = sp.Function("phi")(x, y)
test_f = sp.Function("f")(x, y)
lap_phi = sp.diff(phi, x, 2) + sp.diff(phi, y, 2)


def pi_x(f):
    return -sp.I * sp.diff(f, x) - sp.diff(phi, y) * f


def pi_y(f):
    return -sp.I * sp.diff(f, y) + sp.diff(phi, x) * f


def pi_pm(f, s):
    return pi_x(f) + s * sp.I * pi_y(f)


def pi_squared(f):
    return pi_x(pi_x(f)) + pi_y(pi_y(f))


for s in (1, -1):
    square = pi_pm(pi_pm(test_f, s), -s)
    assert sp.expand(square - pi_squared(test_f) - s * lap_phi * test_f) == 0
    inner = sp.exp(-s * phi) * test_f
    factored = -sp.I * sp.exp(s * phi) * (sp.diff(inner, x) + s * sp.I * sp.diff(inner, y))
    assert sp.simplify(sp.expand(factored - pi_pm(test_f, s))) == 0
    mode = sp.exp(s * phi) * (x + s * sp.I * y)**3
    residual = (pi_squared(mode) + s * lap_phi * mode) * sp.exp(-s * phi)
    assert sp.simplify(sp.expand(residual)) == 0

# ---- potential against its defining logarithmic integral ----
F_EX = 2.5
ang = 2 * np.pi * np.arange(96) / 96
root, root_w = gauss(0, np.sqrt(12.0), 160)
dist = root**2
worst_phi = 0.0
for r0, t0 in ((0.4, 0.3), (1.3, 2.0), (3.0, 4.1)):
    px = r0 * np.cos(t0) + dist[:, None] * np.cos(ang)
    py = r0 * np.sin(t0) + dist[:, None] * np.sin(ang)
    b_there = field(np.hypot(px, py), np.arctan2(py, px), F_EX)
    weight = root_w * 2 * root * dist * np.log(dist)
    value = np.sum(weight * b_there.mean(axis=1))
    worst_phi = max(worst_phi, abs(value - potential(r0, t0, F_EX)))
    step = 1e-5
    d_r = (potential(r0 + step, t0, F_EX) - potential(r0 - step, t0, F_EX)) / (2 * step)
    d_t = (potential(r0, t0 + step, F_EX) - potential(r0, t0 - step, F_EX)) / (2 * step)
    a_r, a_th = vector_potential(r0, t0, F_EX)
    assert abs(a_th - d_r) < 1e-7 and abs(a_r + d_t / r0) < 1e-7
assert worst_phi < 1e-7

# ---- disc basis: Zernike functions times exp(i l theta) ----
R, LMAX, NK = 4.0, 8, 26
rad, rad_w = gauss(0, R, 80)
NTH = 32                         # exact for all angular products that occur
theta = 2 * np.pi * np.arange(NTH) / NTH
rr, tt = [a.ravel() for a in np.meshgrid(rad, theta, indexing="ij")]
area_w = np.repeat(rad_w * rad, NTH) * 2 * np.pi / NTH
values, slopes, edge, ell = [], [], [], []
for l in range(-LMAX, LMAX + 1):
    a = abs(l)
    rho = rad / R
    arg = 2 * rho**2 - 1
    phase = np.exp(1j * l * theta)
    for k in range(NK):
        norm = np.sqrt((2 * (2 * k + a) + 2) / (2 * np.pi)) / R
        pol = eval_jacobi(k, 0, a, arg)
        dpol = 0 * arg if k == 0 else 0.5 * (k + a + 1) * eval_jacobi(k - 1, 1, a + 1, arg)
        slope = a * rho**(a - 1.0) * pol + 4 * rho**(a + 1.0) * dpol
        values.append(np.outer(norm * rho**a * pol, phase).ravel())
        slopes.append(np.outer(norm / R * slope, phase).ravel())
        edge.append(norm)
        ell.append(l)
values, slopes = np.array(values).T, np.array(slopes).T
edge, ell = np.array(edge), np.array(ell)
gram = values.conj().T @ (area_w[:, None] * values)
assert np.max(np.abs(gram - np.eye(len(ell)))) < 1e-9


def pauli_levels(F):
    """Lowest levels and vectors of the completed disc form, for both spins."""
    a_r, a_th = vector_potential(rr, tt, F)
    sq = np.sqrt(area_w)[:, None]
    p_r = sq * (-1j * slopes + a_r[:, None] * values)
    p_t = sq * ((ell[None, :] / rr[:, None] + a_th[:, None]) * values)
    kinetic = p_r.conj().T @ p_r + p_t.conj().T @ p_t
    zeeman = values.conj().T @ ((area_w * field(rr, tt, F))[:, None] * values)
    nu = np.abs(ell + F)
    same = ell[:, None] == ell[None, :]
    tail = 2 * np.pi * same * nu[:, None] * np.outer(edge, edge)
    # tails r^(-nu) with nu <= 1 are not square integrable: edge value must vanish
    banned = [l for l in range(-LMAX, LMAX + 1) if abs(l + F) <= 1 + 1e-12]
    allowed = null_space(np.array([np.where(ell == l, edge, 0.0) for l in banned]))
    out = {}
    for spin in (1, -1):
        form = 0.5 * (kinetic + spin * zeeman + tail)
        form = allowed.T @ form @ allowed
        form = 0.5 * (form + form.conj().T)
        e, v = eigh(form, subset_by_index=[0, 4])
        out[spin] = (e, allowed @ v)
    return out


def predicted(F):
    return sum(1 for m in range(50) if m < abs(F) - 1)


ZERO_TOL = 1e-4                  # basis truncation error allowed for a null level
print("Model field: lumps %.1f, %.1f, %.1f; lengths in w" % (P0, P1, P2))
print("Disc radius R = %.1f w; basis size %d" % (R, len(ell)))
print("phi: closed form minus log integral, max = %.1e" % worst_phi)
print("Zero-mode counts; energies in hbar^2/(m w^2)")
saved = None
for F in (0.0, 0.6, 1.0, 2.5, 3.0, -2.5):
    levels = pauli_levels(F)
    count = {s: int(np.sum(np.abs(levels[s][0]) < ZERO_TOL)) for s in (1, -1)}
    favoured = -1 if F >= 0 else 1
    first_up = levels[1][0][count[1]]
    first_down = levels[-1][0][count[-1]]
    null_size = max([abs(levels[s][0][i]) for s in (1, -1) for i in range(count[s])],
                    default=None)
    null_text = "none" if null_size is None else "%.1e" % null_size
    print("F=%4.1f: up %d, down %d; largest |null level| %s; next up %.3f, down %.3f"
          % (F, count[1], count[-1], null_text, first_up, first_down))
    assert count[favoured] == predicted(F) and count[-favoured] == 0
    assert min(first_up, first_down) > 5e-3
    if F == F_EX:
        saved = levels[-1][1][:, :count[-1]]

# ---- numerical null space against exp(-phi) (x - i y)^m ----
for m in range(predicted(F_EX)):
    wave = np.exp(-potential(rr, tt, F_EX)) * (rr * np.exp(-1j * tt))**m
    numeric = values @ saved
    coef = numeric.conj().T @ (area_w * wave)
    left = wave - numeric @ coef
    miss = np.sqrt(np.sum(area_w * abs(left)**2) / np.sum(area_w * abs(wave)**2))
    print("F=2.5, m=%d: part of analytic mode outside null space = %.1e" % (m, miss))
    assert miss < 1e-2

# ---- field of the worked example ----
fine_r, fine_w = gauss(0, 7.0, 600)
fine_t = 2 * np.pi * np.arange(600) / 600
b_map = field(fine_r[:, None], fine_t[None, :], F_EX)
cell = (fine_w * fine_r)[:, None] / 600
flux_plus = np.sum(cell * np.maximum(b_map, 0))
flux_minus = np.sum(cell * np.minimum(b_map, 0))
assert abs(flux_plus + flux_minus - F_EX) < 1e-8 and flux_minus < -0.01
print("F=2.5: positive flux %.3f, negative flux %.3f quanta" % (flux_plus, flux_minus))
print("F=2.5: B centre %.2f, min %.2f, max %.2f hbar/(e w^2)"
      % (field(0.0, 0.0, F_EX), b_map.min(), b_map.max()))


# ---- norms of the candidates inside growing discs ----
def disc_norm(F, m, radius):
    logs, wl = gauss(np.log(1e-6), np.log(radius), 500)
    r = np.exp(logs)[:, None]
    dens = r**(2 * m + 2) * np.exp(-2 * potential(r, theta[None, :], F))
    return 2 * np.pi * np.sum(wl * dens.mean(axis=1))


print("Squared norm of exp(-phi)(x-iy)^m inside r = 10, 100, 1000 w")
for F, m in ((2.5, 0), (2.5, 1), (2.5, 2), (3.0, 2)):
    norms = [disc_norm(F, m, radius) for radius in (10.0, 100.0, 1000.0)]
    print("F=%.1f, m=%d: %.4f, %.4f, %.4f" % (F, m, *norms))
    power = 2 * m - 2 * F + 2
    if abs(power) < 1e-12:
        growth = 2 * np.pi * np.log(10)
        print("Logarithmic growth per decade, 2 pi ln 10 = %.4f" % growth)
    else:
        growth = 2 * np.pi * (1000.0**power - 100.0**power) / power
    assert abs(norms[2] - norms[1] - growth) < 1e-6 * max(1, norms[2])


# ---- slow tail: the decay assumption cannot simply be dropped ----
def slow_phi(r):
    return 0.5 * np.log(1 + r**2) + np.log(np.log(np.e + r**2))


def slow_field(r):
    t, big = r**2, np.log(np.e + r**2)
    return 2 / (1 + t)**2 + 4 * (np.e * big - t) / ((np.e + t)**2 * big**2)


for r0 in (0.7, 2.0, 6.0):
    h = 1e-3
    lap = ((slow_phi(r0 + h) - 2 * slow_phi(r0) + slow_phi(r0 - h)) / h**2
           + (slow_phi(r0 + h) - slow_phi(r0 - h)) / (2 * h * r0))
    assert abs(lap - slow_field(r0)) < 1e-5
# variable s = ln(e + r^2) makes both infinite integrals tractable
core_flux = quad(lambda t: 1 / (1 + t)**2, 0, np.inf)[0]
tail_flux = quad(lambda s: 2 * (np.e * (s + 1) * np.exp(-s) - 1) / s**2, 1, np.inf)[0]
slow_norm = np.pi * quad(lambda s: 1 / ((1 + (1 - np.e) * np.exp(-s)) * s**2),
                         1, np.inf)[0]
direct = quad(lambda r: 2 * np.pi * r * np.exp(-2 * slow_phi(r)), 0, 50, limit=200)[0]
s_cut = np.log(np.e + 2500.0)
part = np.pi * quad(lambda s: 1 / ((1 + (1 - np.e) * np.exp(-s)) * s**2), 1, s_cut)[0]
flux_direct = quad(lambda r: r * slow_field(r), 0, 50, limit=200)[0]
flux_part = (2500 / 2501 + quad(lambda s: 2 * (np.e * (s + 1) * np.exp(-s) - 1) / s**2,
                                1, s_cut)[0])
assert abs(direct - part) < 1e-6 and abs(flux_direct - flux_part) < 1e-6
assert abs(core_flux + tail_flux - 1) < 1e-6 and np.isfinite(slow_norm)
print("Slow tail: total flux %.6f quanta, flux inside r=50: %.4f"
      % (core_flux + tail_flux, flux_direct))
print("Slow tail: squared norm of exp(-phi) = %.4f (finite)" % slow_norm)

# ---- conversion of the natural units for one width ----
width = 50e-9
b_unit = const.hbar / (const.e * width**2)
e_unit = const.hbar**2 / (const.m_e * width**2) / const.e * 1e6
print("w = %.0f nm: field unit %.4f T, energy unit %.2f micro-eV"
      % (width * 1e9, b_unit, e_unit))
print("w = %.0f nm, F=2.5: largest field %.3f T" % (width * 1e9, b_map.max() * b_unit))
print("OK")
```

Output:

```
Model field: lumps 1.5, 0.8, 0.8; lengths in w
Disc radius R = 4.0 w; basis size 442
phi: closed form minus log integral, max = 1.0e-14
Zero-mode counts; energies in hbar^2/(m w^2)
F= 0.0: up 0, down 0; largest |null level| none; next up 0.061, down 0.190
F= 0.6: up 0, down 0; largest |null level| none; next up 0.141, down 0.127
F= 1.0: up 0, down 0; largest |null level| none; next up 0.223, down 0.087
F= 2.5: up 0, down 2; largest |null level| 9.1e-08; next up 0.326, down 0.170
F= 3.0: up 0, down 2; largest |null level| 4.0e-08; next up 0.460, down 0.104
F=-2.5: up 2, down 0; largest |null level| 5.0e-06; next up 0.073, down 0.260
F=2.5, m=0: part of analytic mode outside null space = 2.3e-06
F=2.5, m=1: part of analytic mode outside null space = 6.1e-06
F=2.5: positive flux 2.813, negative flux -0.313 quanta
F=2.5: B centre -1.00, min -3.54, max 4.36 hbar/(e w^2)
Squared norm of exp(-phi)(x-iy)^m inside r = 10, 100, 1000 w
F=2.5, m=0: 1.9171, 1.9192, 1.9192
F=2.5, m=1: 4.6637, 5.2292, 5.2858
F=2.5, m=2: 54.5577, 620.0444, 6274.9112
F=3.0, m=2: 12.9251, 27.3927, 41.8602
Logarithmic growth per decade, 2 pi ln 10 = 14.4676
Slow tail: total flux 1.000000 quanta, flux inside r=50: 1.2549
Slow tail: squared norm of exp(-phi) = 4.6549 (finite)
w = 50 nm: field unit 0.2633 T, energy unit 30.48 micro-eV
w = 50 nm, F=2.5: largest field 1.148 T
OK
```
